# Why an Unresolved Half-Open Grating Images at One Quarter: verification in Python

```python
"""
Result under test: a thin binary grating of open fraction f, imaged by its
zeroth diffraction order alone, has intensity f**2 relative to a clear field.
For f = 1/2 this is 1/4. A circular source of partial coherence sigma gives
that case when pitch < wavelength / (NA * (1 + sigma)).
NA: image-side numerical aperture; lengths are in nm at wafer scale unless
called mask lengths; tilt: transverse direction cosine of the illumination.
"""
import numpy as np
from scipy.linalg import toeplitz
from scipy.special import sici

wavelength, NA, sigma, reduction = 248.0, 0.60, 0.5, 4.0
pitch, open_fraction = 200.0, 0.5
k = 2 * np.pi / wavelength


def slit_edges(period, fraction, half_count=400):
    centres = np.arange(-half_count, half_count + 1) * period
    return centres - fraction * period / 2, centres + fraction * period / 2


def real_space_intensity(x, period, fraction, tilt=0.0):
    """Coherent image of a finite grating, integrated slit by slit."""
    def primitive(u):
        si_plus, ci_plus = sici(k * (NA + tilt) * np.abs(u))
        si_minus, ci_minus = sici(k * (NA - tilt) * np.abs(u))
        return (np.sign(u) * (si_plus + si_minus)
                + 1j * (ci_minus - ci_plus)) / (2 * np.pi)
    left, right = slit_edges(period, fraction)
    return abs(np.sum(primitive(right - x) - primitive(left - x)))**2


def incoherent_intensity(x, period, fraction):
    """Incoherent image: open areas convolved with a sinc-squared spread."""
    a = k * NA
    def primitive(u):
        return (sici(2 * a * u)[0] - np.sin(a * u)**2 / (a * u)) / np.pi
    left, right = slit_edges(period, fraction)
    return np.sum(primitive(right - x) - primitive(left - x))


def source_point_image(period, fraction, sig, defocus=0.0):
    """Partially coherent image over one period, divided by clear field."""
    count = 200
    x = (np.arange(count) + 0.5) / count
    mask = (np.abs(x - 0.5) < fraction / 2).astype(float)
    orders = np.fft.fftfreq(count) * count
    spectra = [np.fft.fft(mask), np.fft.fft(np.ones(count))]
    images = [np.zeros(count), np.zeros(count)]
    axis = np.linspace(-sig, sig, 21)
    for sx in axis:
        for sy in axis:
            if np.hypot(sx, sy) > sig + 1e-12:
                continue
            q2 = (NA * sx + orders * wavelength / period)**2 + (NA * sy)**2
            phase = k * defocus * np.sqrt(np.maximum(1 - q2, 0))
            pupil = (q2 <= NA**2) * np.exp(1j * phase)
            for image, spectrum in zip(images, spectra):
                image += np.abs(np.fft.ifft(spectrum * pupil))**2
    return images[0] / images[1].mean()


def order_amplitude(n, fraction):
    return fraction * np.sinc(n * fraction)


def overfilled_mean(sig, period, fraction):
    """Mean image level from the share of the pupil filled by each order."""
    axis = np.linspace(-NA, NA, 201)
    qx, qy = np.meshgrid(axis, axis)
    inside = qx**2 + qy**2 <= NA**2
    qx, qy = qx[inside], qy[inside]
    top = int((sig + 1) * NA * period / wavelength) + 2
    radius2 = (sig * NA)**2
    total = 0.0
    for n in range(-top, top + 1):
        filled = np.mean((qx - n * wavelength / period)**2 + qy**2 <= radius2)
        total += order_amplitude(n, fraction)**2 * filled
    return total / np.mean(qx**2 + qy**2 <= radius2)


def maxwell_grating(period, fraction, eps_line, depth, pol, tilt, n_max):
    """Fourier modal solution, light going from glass through lines to air.
    Returns zeroth transmitted amplitude and total outgoing power share."""
    n = np.arange(-n_max, n_max + 1)
    size = len(n)
    kx = tilt + n * wavelength / period
    harmonics = np.arange(2 * n_max + 1)
    def convolution_matrix(open_value, line_value):
        c = (open_value - line_value) * fraction * np.sinc(harmonics * fraction)
        c = c.astype(complex)
        c[0] += line_value
        return toeplitz(c, c)
    eps = convolution_matrix(1.0, eps_line)
    kz_in = np.sqrt(glass_index**2 - kx**2 + 0j)
    kz_out = np.sqrt(1 - kx**2 + 0j)
    if pol == "TE":
        slope = np.eye(size)
        matrix = np.diag(kx**2) - eps
        g_in, g_out = 1j * kz_in, 1j * kz_out
    else:
        slope = convolution_matrix(1.0, 1 / eps_line)
        inner = kx[:, None] * np.linalg.inv(eps) * kx[None, :] - np.eye(size)
        matrix = np.linalg.solve(slope, inner)
        g_in, g_out = 1j * kz_in / glass_index**2, 1j * kz_out
    q2, modes = np.linalg.eig(matrix)
    q = np.sqrt(q2.astype(complex))
    decay = np.exp(-q * k * depth)
    flux_modes = slope @ (modes * q)
    gin_modes, gout_modes = g_in[:, None] * modes, g_out[:, None] * modes
    system = np.block([
        [gin_modes - flux_modes, (gin_modes + flux_modes) * decay],
        [-(flux_modes + gout_modes) * decay, flux_modes - gout_modes]])
    incident = np.zeros(size, complex)
    incident[n_max] = 1
    rhs = np.concatenate([2 * g_in * incident, np.zeros(size)])
    solution = np.linalg.solve(system, rhs)
    a, b = solution[:size], solution[size:]
    reflected = modes @ (a + decay * b) - incident
    transmitted = modes @ (decay * a + b)
    power = (np.sum(g_in.imag * abs(reflected)**2)
             + np.sum(g_out.imag * abs(transmitted)**2)) / g_in[n_max].imag
    return transmitted[n_max], power


# Real-space images agree with the square law for several openings and tilts.
positions = np.array([0.0, 0.13, 0.31, 0.50])
for fraction in (0.3, 0.5, np.sqrt(0.5)):
    for tilt in (0.0, 0.15, -sigma * NA):
        values = [real_space_intensity(u * pitch, pitch, fraction, tilt)
                  for u in positions]
        assert np.allclose(values, fraction**2, atol=4e-3)
real_centre = real_space_intensity(0.0, pitch, open_fraction)

# A resolved grating must instead show the three-beam pattern.
resolved_pitch = 500.0
resolved = np.array([real_space_intensity(u * resolved_pitch, resolved_pitch, 0.5)
                     for u in positions])
three_beam = (0.5 + 2 / np.pi * np.cos(2 * np.pi * positions))**2
assert np.allclose(resolved, three_beam, atol=8e-3)

# Defocus leaves the one-order image alone but changes a resolved image.
focused = source_point_image(pitch, open_fraction, sigma)
defocused = source_point_image(pitch, open_fraction, sigma, 500.0)
assert np.allclose(focused, open_fraction**2, atol=1e-10)
assert np.allclose(defocused, open_fraction**2, atol=1e-10)
sharp = source_point_image(resolved_pitch, 0.5, sigma)
blurred = source_point_image(resolved_pitch, 0.5, sigma, 500.0)
assert np.max(abs(sharp - blurred)) > 0.05

# Search for the pitch at which the source-point image first gains contrast.
low, high = 200.0, 400.0
for _ in range(25):
    middle = (low + high) / 2
    if np.ptp(source_point_image(middle, 0.5, sigma)) < 1e-9:
        low = middle
    else:
        high = middle
pitch_limit = wavelength / (NA * (1 + sigma))
assert abs(low - pitch_limit) < 0.01

# Order amplitudes against quadrature, and their squared sum against open area.
midpoints = (np.arange(20000) + 0.5) / 20000 - 0.5
for fraction in (0.3, 0.5):
    opening = np.abs(midpoints) < fraction / 2
    for n in range(6):
        integral = np.mean(opening * np.cos(2 * np.pi * n * midpoints))
        assert abs(integral - order_amplitude(n, fraction)) < 1e-4
    all_orders = np.arange(-20000, 20001)
    square_sum = np.sum(order_amplitude(all_orders, fraction)**2)
    assert abs(square_sum - fraction) < 1e-4
first_pair = 2 * order_amplitude(1, 0.5)**2
mask_pitch = reduction * pitch
sines = all_orders * wavelength / mask_pitch
cosines = np.sqrt(np.maximum(1 - sines**2, 0))
kirchhoff_flux = np.sum(order_amplitude(all_orders, 0.5)**2 * cosines)

# An overfilled source approaches the independently computed incoherent image.
incoherent = np.array([incoherent_intensity(u * pitch + 0.01, pitch, 0.5)
                       for u in positions])
assert pitch < wavelength / (2 * NA)
assert np.allclose(incoherent, 0.5, atol=2e-3)
assert abs(overfilled_mean(400.0, pitch, 0.5) - incoherent.mean()) < 3e-3
sigma_onset = wavelength / (pitch * NA) - 1
assert abs(overfilled_mean(1.0, pitch, 0.5) - 0.25) < 1e-12
assert overfilled_mean(1.2, pitch, 0.5) > 0.25
assert np.ptp(source_point_image(pitch, 0.5, 3.0)) < 1e-9

# Finite chrome: rough optical constants and thickness near 248 nm.
glass_index, chrome_index, chrome_depth = 1.51, 0.85 + 2.0j, 100.0
chrome_eps = chrome_index**2


def maxwell_level(period, pol, tilt=0.0, n_max=40, fraction=0.5):
    grating = maxwell_grating(period, fraction, chrome_eps, chrome_depth,
                              pol, tilt, n_max)[0]
    clear = maxwell_grating(period, 1.0, chrome_eps, chrome_depth,
                            pol, tilt, 2)[0]
    return abs(grating / clear)**2


r12 = (glass_index - chrome_index) / (glass_index + chrome_index)
r23 = (chrome_index - 1) / (chrome_index + 1)
t12 = 2 * glass_index / (glass_index + chrome_index)
t23 = 2 * chrome_index / (chrome_index + 1)
film_phase = np.exp(1j * k * chrome_index * chrome_depth)
film = t12 * t23 * film_phase / (1 + r12 * r23 * film_phase**2)
film_level = abs(film / (2 * glass_index / (glass_index + 1)))**2
edge_tilt = sigma * NA / reduction
levels, tilted, wide = {}, {}, {}
for pol in ("TE", "TM"):
    uniform = maxwell_level(mask_pitch, pol, n_max=3, fraction=0.0)
    assert abs(uniform / film_level - 1) < 1e-6
    power = maxwell_grating(mask_pitch, 0.5, 2.25, 100.0, pol, edge_tilt, 15)[1]
    assert abs(power - 1) < 1e-7
    levels[pol] = maxwell_level(mask_pitch, pol)
    # Truncation of the Fourier series limits this agreement.
    assert abs(levels[pol] - maxwell_level(mask_pitch, pol, n_max=60)) < 3e-3
    tilted[pol] = maxwell_level(mask_pitch, pol, edge_tilt)
    wide[pol] = maxwell_level(8 * mask_pitch, pol, n_max=160)
    # Edges still shift the effective opening slightly at the wide pitch.
    assert abs(wide[pol] - 0.25) < 0.015
    assert max(levels[pol], tilted[pol]) < 0.375
unpolarized = (levels["TE"] + levels["TM"]) / 2

level = open_fraction**2
clear_dose = 10.0
leak = np.sqrt(1e-3)
leak_low, leak_high = (0.5 - 0.5 * leak)**2, (0.5 + 0.5 * leak)**2
opening_error = 10.0
wrong_opening_level = (0.5 + opening_error / mask_pitch)**2
stray = 0.02

print(f"wavelength: {wavelength:.0f} nm; NA: {NA:.2f}; sigma: {sigma:.2f}")
print(f"wafer pitch: {pitch:.0f} nm; open fraction: {open_fraction:.2f}")
print(f"reduction: {reduction:.0f}; mask pitch: {mask_pitch:.0f} nm")
print(f"mask opening: {mask_pitch * open_fraction:.0f} nm")
print(f"pitch limit for zeroth order only: {pitch_limit:.1f} nm")
print(f"pitch limit found from images: {low:.1f} nm")
print(f"order spacing in pupil, wavelength/pitch: {wavelength / pitch:.3f}")
print(f"thin-mask image level: {level:.4f} of clear field")
print(f"real-space image level, 801 slits: {real_centre:.4f} of clear field")
print(f"level with 500 nm defocus: {defocused.mean():.4f} of clear field")
print(f"mean squared field, all orders: {square_sum:.4f} of incident")
print(f"share in orders +1 and -1 together: {first_pair:.4f} of incident")
print(f"share in all nonzero orders: {square_sum - level:.4f} of incident")
print(f"thin-mask flux with direction cosines: {kirchhoff_flux:.4f} of incident")
print(f"open fraction for level one half: {np.sqrt(0.5):.4f}")
print(f"mask opening for level one half: {mask_pitch * np.sqrt(0.5):.1f} nm")
print(f"resolved example pitch, axial light: {resolved_pitch:.0f} nm")
print(f"resolved intensity at opening centre: {resolved[0]:.3f} of clear field")
print(f"resolved intensity at line centre: {resolved[-1]:.3f} of clear field")
print(f"incoherent flat-image pitch limit: {wavelength / (2 * NA):.1f} nm")
print(f"sigma where nonzero orders first enter: {sigma_onset:.3f}")
for sig in (1.0, 2.0, 4.0, 6.0):
    print(f"mean level at sigma {sig:.0f}: {overfilled_mean(sig, pitch, 0.5):.4f}")
print(f"incoherent real-space level: {incoherent.mean():.4f} of clear field")
print(f"open-field clearing dose, chosen: {clear_dose:.1f} mJ/cm2")
print(f"dose setting from expected half: {2 * clear_dose:.1f} mJ/cm2")
print(f"dose delivered at that setting: {2 * clear_dose * level:.1f} mJ/cm2")
print(f"dose setting really needed, thin mask: {clear_dose / level:.1f} mJ/cm2")
print(f"rough glass index: {glass_index:.2f}")
print(f"rough chrome index: {chrome_index.real:.2f} + {chrome_index.imag:.2f}i")
print(f"rough chrome thickness: {chrome_depth:.0f} nm")
print(f"uniform chrome film level: {film_level:.2e} of clear field")
for pol in ("TE", "TM"):
    print(f"Maxwell level, {pol}, normal: {levels[pol]:.4f} of clear field")
    print(f"Maxwell level, {pol}, source edge: {tilted[pol]:.4f} of clear field")
    print(f"Maxwell level, {pol}, 8x mask pitch: {wide[pol]:.4f} of clear field")
print(f"source-edge direction cosine at mask: {edge_tilt:.3f}")
print(f"Maxwell level, unpolarized, normal: {unpolarized:.4f} of clear field")
print(f"change from thin mask: {100 * (unpolarized / level - 1):.1f} %")
print(f"dose needed with Maxwell level: {clear_dose / unpolarized:.1f} mJ/cm2")
print(f"level bounds, 0.1 % chrome leakage: {leak_low:.4f} to {leak_high:.4f}")
print(f"mask opening error: {opening_error:.0f} nm")
print(f"level with wider opening: {wrong_opening_level:.4f} of clear field")
print(f"rough stray light from clear surroundings: {stray:.2f} of clear field")
print(f"stray light relative to grating level: {100 * stray / level:.1f} %")
print("done: every assertion held")
```

It prints:

```
wavelength: 248 nm; NA: 0.60; sigma: 0.50
wafer pitch: 200 nm; open fraction: 0.50
reduction: 4; mask pitch: 800 nm
mask opening: 400 nm
pitch limit for zeroth order only: 275.6 nm
pitch limit found from images: 275.6 nm
order spacing in pupil, wavelength/pitch: 1.240
thin-mask image level: 0.2500 of clear field
real-space image level, 801 slits: 0.2499 of clear field
level with 500 nm defocus: 0.2500 of clear field
mean squared field, all orders: 0.5000 of incident
share in orders +1 and -1 together: 0.2026 of incident
share in all nonzero orders: 0.2500 of incident
thin-mask flux with direction cosines: 0.4509 of incident
open fraction for level one half: 0.7071
mask opening for level one half: 565.7 nm
resolved example pitch, axial light: 500 nm
resolved intensity at opening centre: 1.291 of clear field
resolved intensity at line centre: 0.019 of clear field
incoherent flat-image pitch limit: 206.7 nm
sigma where nonzero orders first enter: 1.067
mean level at sigma 1: 0.2500
mean level at sigma 2: 0.3323
mean level at sigma 4: 0.4526
mean level at sigma 6: 0.4607
incoherent real-space level: 0.4999 of clear field
open-field clearing dose, chosen: 10.0 mJ/cm2
dose setting from expected half: 20.0 mJ/cm2
dose delivered at that setting: 5.0 mJ/cm2
dose setting really needed, thin mask: 40.0 mJ/cm2
rough glass index: 1.51
rough chrome index: 0.85 + 2.00i
rough chrome thickness: 100 nm
uniform chrome film level: 6.65e-05 of clear field
Maxwell level, TE, normal: 0.2297 of clear field
Maxwell level, TE, source edge: 0.2275 of clear field
Maxwell level, TE, 8x mask pitch: 0.2489 of clear field
Maxwell level, TM, normal: 0.2244 of clear field
Maxwell level, TM, source edge: 0.2241 of clear field
Maxwell level, TM, 8x mask pitch: 0.2480 of clear field
source-edge direction cosine at mask: 0.075
Maxwell level, unpolarized, normal: 0.2270 of clear field
change from thin mask: -9.2 %
dose needed with Maxwell level: 44.0 mJ/cm2
level bounds, 0.1 % chrome leakage: 0.2344 to 0.2661
mask opening error: 10 nm
level with wider opening: 0.2627 of clear field
rough stray light from clear surroundings: 0.02 of clear field
stray light relative to grating level: 8.0 %
done: every assertion held
```
